# Hydrogen Passivation of Magnesium Acceptors: Bound Fraction and Fermi-Level Feedback

Gallium nitride doped with magnesium is often grown in a gas rich in hydrogen. Hydrogen enters the crystal as a positive interstitial ion, finds a negative magnesium acceptor and forms a neutral complex with it, which supplies no hole. Heating the crystal in a gas poor in hydrogen can reverse the process. The question is what fraction of the acceptors holds a hydrogen atom when crystal and gas are in equilibrium.

## Energies and what must be specified

Let $N_A$ be the density of magnesium acceptors. Each is in one of three states: ionized, $A^-$; neutral with a bound hole, $A^0$; or bound to hydrogen, $AH$, also neutral. The bound fraction is $f=[AH]/N_A$.

The Fermi level $E_F$ and the acceptor level $E_A$ are measured upward from the valence-band edge. The chemical potential $\mu_H$ of a hydrogen atom is measured from half the ground-state energy of an H₂ molecule, zero-point energy included.

Let $\epsilon_+$ be the energy needed to take one atom from the reservoir at $\mu_H=0$, place it in the crystal as interstitial H⁺, and leave its electron at the valence-band edge. For a general reservoir and Fermi level, the formation energy is

$$E(\mathrm{H}^+)=\epsilon_++E_F-\mu_H .$$

The binding energy $E_b>0$ is the cost of the dissociation $AH\to A^-+\mathrm{H}^+$:

$$E_b=E(A^-)+E(\mathrm{H}^+)-E(AH).$$

Solving for the complex gives

$$E(AH)-E(A^-)=\epsilon_+-E_b+E_F-\mu_H. \tag{1}$$

Hence $\mu_H$, $E_b$ and $E_F$ do not suffice to fix $f$. The binding energy compares the complex with hydrogen already inside the crystal, whereas $\mu_H$ refers to hydrogen in the reservoir; $\epsilon_+$ connects the two. The neutral acceptors, which compete with the complexes, bring in $E_A$ as well.

Zero-point energies of hydrogen in the crystal are absorbed in $\epsilon_+$ and $E_b$. Its thermal vibrations are left out at first and sized below.

## First derivation: one acceptor and two reservoirs

Consider one acceptor that exchanges electrons with a reservoir at $E_F$ and hydrogen atoms with a reservoir at $\mu_H$. Suppose that its energies do not depend on the states of other acceptors. A state with energy $E$, $N_e$ electrons, $N_H$ hydrogen atoms and degeneracy $d$ has the statistical weight

$$w=d\,\exp\left[-\frac{E-E_FN_e-\mu_HN_H}{kT}\right].$$

Common factors cancel, so $A^-$ may be given weight 1.

The neutral acceptor has one electron fewer. Since raising an electron from the valence-band edge onto the acceptor costs $E_A$, removing it changes the site energy by $-E_A$. The missing electron changes $-E_FN_e$ by $+E_F$. With degeneracy $g$, the relative weight is

$$r_0=g\,\exp\left(\frac{E_A-E_F}{kT}\right).$$

The complex also has one electron fewer than $A^-$ plus a neutral hydrogen atom, and it has one hydrogen atom more. Equation (1) already contains both reservoir terms, so the exponent is minus its right side divided by $kT$. If the hydrogen can sit in $Z$ equivalent places around the acceptor,

$$r_c=Z\,\exp\left(\frac{\mu_H+E_b-\epsilon_+-E_F}{kT}\right).$$

Dividing by the sum of the three weights gives the result:

$$\boxed{f=\frac{r_c}{1+r_0+r_c}} \tag{2}$$

The ionized fraction is $\alpha_-=1/(1+r_0+r_c)$, and the neutral fraction is $r_0\alpha_-$.

Because $\partial r_c/\partial\mu_H=r_c/kT$ while $r_0$ does not contain $\mu_H$,

$$\frac{\partial f}{\partial\mu_H}=\frac{1}{kT}\left[\frac{r_c}{1+r_0+r_c}-\frac{r_c^2}{(1+r_0+r_c)^2}\right]=\frac{f(1-f)}{kT}.$$

The Fermi level enters both weights, so

$$\frac{\partial\ln f}{\partial E_F}=-\frac1{kT}+\frac{1}{kT}\frac{r_0+r_c}{1+r_0+r_c}=-\frac{\alpha_-}{kT}.$$

At fixed $\mu_H$, raising $E_F$ therefore reduces passivation. The reaction from ionized acceptors is $A^-+\mathrm{H(gas)}\to AH+e^-$, and the released electron must be placed at the Fermi level.

When $E_F$ lies so low that $r_0+r_c\gg1$, equation (2) tends to $r_c/(r_0+r_c)$, in which $E_F$ cancels. Most acceptors are then neutral or bound, and the relevant reaction $A^0+\mathrm{H(gas)}\to AH$ transfers no electron.

Half coverage requires $r_c=1+r_0$. Taking the logarithm and solving for the chemical potential gives

$$\mu_{1/2}=\epsilon_++E_F-E_b-kT\ln Z+kT\ln(1+r_0). \tag{3}$$

## Second derivation: a neutral crystal without a given Fermi level

Now consider a whole crystal that exchanges hydrogen with the reservoir but has no electron reservoir. Its unknown densities are $c=[AH]$, $a=[A^0]$, $h=[\mathrm H^+]$ and the hole density $p$. The ionized acceptors have density $m=N_A-c-a$. Ionized donors of density $N_D<N_A$ are also present. Neglecting free electrons and H⁻, neutrality requires

$$p+h+N_D=m. \tag{4}$$

Take holes at the valence-band edge as the zero of energy. Binding a hole to an acceptor releases $E_A$. Bringing in a hydrogen atom, whose electron fills a hole at the band edge, costs $\epsilon_+-\mu_H$ in the grand potential. If the ion then joins an acceptor, $E_b$ is released.

The acceptor states can be distributed in $N_A!/(c!\,a!\,m!)$ ways, multiplied by $Z^cg^a$; here the symbols stand for numbers in a large unit volume. For $h$ much smaller than the density $N_i$ of interstitial sites, the ions contribute $N_i^h/h!$. Nondegenerate holes contribute $N_v^p/p!$, where $N_v$ is the effective valence-band density. Stirling's approximation, $\ln n!\simeq n\ln n-n$, then gives the grand potential per volume:

$$\begin{aligned}
\Phi={}&-E_Aa+(\epsilon_+-E_b-\mu_H)c+(\epsilon_+-\mu_H)h\\
&+kT\left[c\ln\frac{c}{ZN_A}+a\ln\frac{a}{gN_A}+m\ln\frac{m}{N_A}\right]\\
&+kT\left[h\left(\ln\frac{h}{N_i}-1\right)+p\left(\ln\frac{p}{N_v}-1\right)\right].
\end{aligned}$$

Equation (4) makes $p=N_A-c-a-h-N_D$. Thus an increase of $c$, $a$ or $h$ by one unit reduces $p$ by one unit; an increase of $c$ or $a$ also reduces $m$ by one.

The derivative of $p(\ln(p/N_v)-1)$ with respect to $p$ is $\ln(p/N_v)$. Setting $\partial\Phi/\partial h=0$ gives

$$\epsilon_+-\mu_H+kT\ln\frac{h}{N_i}-kT\ln\frac{p}{N_v}=0,$$

or

$$h=N_i\frac{p}{N_v}\exp\left(\frac{\mu_H-\epsilon_+}{kT}\right). \tag{5}$$

In $\partial\Phi/\partial a$, the $+1$ from differentiating $a\ln a$ cancels the $-1$ from $m\ln m$:

$$-E_A+kT\left[\ln\frac{a}{gm}-\ln\frac{p}{N_v}\right]=0.$$

The same cancellation occurs for $c$:

$$\epsilon_+-E_b-\mu_H+kT\left[\ln\frac{c}{Zm}-\ln\frac{p}{N_v}\right]=0.$$

Exponentiating these two conditions yields

$$\frac am=g\frac p{N_v}e^{E_A/kT},\qquad
\frac cm=Z\frac p{N_v}e^{(\mu_H+E_b-\epsilon_+)/kT}.$$

The stationary point is the unique minimum, because $\Phi$ consists of linear terms and convex terms of the form $t\ln t$.

For nondegenerate holes, the Fermi level is defined by $p/N_v=e^{-E_F/kT}$. The two ratios then become $r_0$ and $r_c$. Since $N_A=m+a+c=m(1+r_0+r_c)$, the fraction $c/N_A$ is equation (2) again.

Dividing the expression for $c/m$ by equation (5) removes both the reservoir and the Fermi level:

$$\frac{[AH]}{[A^-]}=\frac{Z}{N_i}[\mathrm H^+]e^{E_b/kT}. \tag{6}$$

This is the law of mass action for dissociation. At a given density of H⁺, $E_F$ does not appear explicitly. At a given $\mu_H$ it does, because it controls how much H⁺ the crystal contains.

## What the two derivations assume

Both assume equilibrium, independent acceptors and fixed energies. They differ in how charge and hydrogen are treated.

The first takes $E_F$ as known. It needs neither a list of the other charged defects nor nondegenerate holes: whatever sets $E_F$, equation (2) follows for an independent site. It cannot say whether a chosen pair $(\mu_H,E_F)$ can occur in a given crystal.

The second derives $E_F$ from neutrality, but every important charged species must be included. As written it also needs dilute H⁺, nondegenerate holes and a crystal large enough for Stirling's approximation. In return, it can treat trapped hydrogen: the total $c+h$ is then fixed, and $\mu_H$ becomes an unknown determined by that total.

## Fermi-level feedback and the passivation ceiling

To close the problem, set $x=e^{-E_F/kT}$ and define

$$P=N_v+N_ie^{(\mu_H-\epsilon_+)/kT},$$
$$Q_c=Ze^{(\mu_H+E_b-\epsilon_+)/kT},\qquad Q=ge^{E_A/kT}+Q_c.$$

Then $p+h=Px$ and $m=N_A/(1+Qx)$. Equation (4) becomes $(Px+N_D)(1+Qx)=N_A$, or

$$PQx^2+(P+N_DQ)x-(N_A-N_D)=0.$$

The product of the roots is negative, so there is one positive root. With $B=P+N_DQ$ and $C=N_A-N_D$, multiplying the usual root by its conjugate gives

$$x=\frac{2C}{B+\sqrt{B^2+4PQC}},\qquad f=\frac{Q_cx}{1+Qx}. \tag{7}$$

For very little hydrogen, $x$ approaches its hydrogen-free value and $f\propto e^{\mu_H/kT}$. For an ideal H₂ gas this means $f\propto\sqrt{p_{\mathrm{H_2}}}$, since each molecule supplies two atoms.

The opposite limit is different. Equation (4) gives $h\le m$. Inserting this in equation (6), and writing $m=\alpha_-N_A$, gives

$$f\le S\alpha_-^2,\qquad S=\frac{ZN_A}{N_i}e^{E_b/kT}.$$

Because $\alpha_-\le1-f$,

$$\frac{f}{(1-f)^2}\le S. \tag{8}$$

The left side increases with $f$, so equality defines an upper bound wherever equation (4) holds, that is, while free electrons and H⁻ are negligible. With $u=1-f$, equality reads $Su^2+u-1=0$, and

$$f_{\max}=1-\frac{\sqrt{1+4S}-1}{2S}.$$

Without donors, $f$ approaches this bound at large $\mu_H$: equation (5) makes $p/h$ vanish, and the ratio $a/c$ vanishes too. Then $h$ tends to a constant, and equation (5) shows that $E_F$ rises one for one with $\mu_H$. The two changes cancel in $r_c$. This saturation ends when $E_F$ is high enough for electrons or H⁻ to matter.

## An anneal at 1000 K

The following round parameters are rough typical values for magnesium-doped gallium nitride: $N_A=2\times10^{19}$, $N_D=10^{18}$ and $N_i=4.4\times10^{22}\ \mathrm{cm^{-3}}$; $E_A=0.2$, $E_b=0.7$ and $\epsilon_+=-0.6$ eV; $g=Z=4$. A hole mass of 1.5 electron masses gives $N_v=2.806\times10^{20}\ \mathrm{cm^{-3}}$ at 1000 K, where $kT=0.08617$ eV.

For an ideal gas of H₂, the molecular chemical potential is $-kT\ln(q/N)$, where $q=Vq_{\rm rot}q_{\rm vib}/\lambda^3$ and $N/V=p_{\mathrm{H_2}}/kT$. Half of it belongs to each atom:

$$\mu_H=\frac{kT}{2}\ln\frac{p_{\mathrm{H_2}}\lambda^3}{kT\,q_{\rm rot}q_{\rm vib}}.$$

Here $\lambda=h_P/\sqrt{2\pi MkT}$, with $h_P$ Planck's constant and $M$ the molecular mass. At this temperature $q_{\rm rot}\simeq(T/2\theta)(1+\theta/3T)$, and $q_{\rm vib}=1/(1-e^{-\hbar\omega/kT})$. Nuclear-spin factors are omitted in both gas and crystal, where they cancel.

A full configuration-interaction calculation of H₂ in the cc-pVTZ basis gives a bond length of 0.743 Å, hence $\theta=87.3$ K, and $\hbar\omega=0.547$ eV. Errors remain from the finite basis, the neglect of anharmonicity and the Born–Oppenheimer approximation. The larger cc-pVQZ basis shifts these values to 0.742 Å, 87.5 K and 0.546 eV but moves $\mu_H$ by only 0.0001 eV. Measured rovibrational levels lower $\mu_H$ by 0.002 eV, which lowers the fractions tabulated below by up to 0.003. At 1 Torr, $\lambda=3.89\times10^{-11}$ m, $p_{\mathrm{H_2}}/kT=9.66\times10^{21}\ \mathrm{m^{-3}}$ and $q_{\rm rot}=5.90$. The logarithm's argument is $9.6\times10^{-11}$, so $\mu_H=-0.994$ eV.

First hold $E_F$ at 0.4 eV. Then

$$r_c=4e^{-0.0938/0.08617}=1.35,\qquad r_0=4e^{-0.2/0.08617}=0.39,$$

and $f=1.35/2.74=0.49$. Equation (3) puts half coverage at $-0.991$ eV, just above the actual $\mu_H$. At the same pressure, $f$ is 0.73 for $E_F=0.2$ eV and 0.11 for $E_F=0.6$ eV.

Neutrality selects the actual Fermi level. At 1 Torr, $P=7.36\times10^{20}\ \mathrm{cm^{-3}}$, $Q_c=140$ and $Q=180$. Equation (7) gives $x=0.0090$, hence $E_F=0.406$ eV and $f=0.48$. Other pressures give:

| H₂ (Torr) | $E_F$ (eV) | $f$ | $p$ (cm⁻³) | $h$ (cm⁻³) |
|---:|---:|---:|---:|---:|
| 750 | 0.660 | 0.640 | $1.3\times10^{17}$ | $5.9\times10^{18}$ |
| 1 | 0.406 | 0.479 | $2.5\times10^{18}$ | $4.1\times10^{18}$ |
| $10^{-2}$ | 0.323 | 0.144 | $6.6\times10^{18}$ | $1.1\times10^{18}$ |
| $10^{-4}$ | 0.307 | 0.018 | $8.0\times10^{18}$ | $1.3\times10^{17}$ |

Between the two lowest pressures, the square-root law predicts a tenfold rise in $f$; the calculated rise is eightfold, because $E_F$ also rises and the ionized fraction falls. A fraction of 0.1 is reached at $4\times10^{-3}$ Torr.

At 750 Torr, 35% of the acceptors remain ionized, yet holes are scarce: most of the acceptor charge is balanced by free H⁺. Hydrogen thus removes holes both by binding to acceptors and by compensating them. The donor-free ceiling follows from $S=6.13$ and is $f_{\max}=0.67$. It depends on the site count: the $N_i$ used here is one site per nitrogen atom, and three equivalent H⁺ sites per nitrogen would give $S=2.04$ and $f_{\max}=0.50$.

Suppose that the crystal leaves this state with all its hydrogen trapped, $1.873\times10^{19}\ \mathrm{cm^{-3}}$, and cools to 600 K. The energies are held fixed, $N_v$ is recalculated, and $\mu_H$ is found by numerical root finding from the hydrogen total. The fraction rises to 0.93: the growth of $e^{E_b/kT}$ in equation (6) favours binding, which draws free H⁺ down to $2.1\times10^{17}\ \mathrm{cm^{-3}}$. It cannot exceed 0.937, the number of trapped hydrogen atoms per acceptor. With more hydrogen it would still stay below $1-N_D/N_A=0.95$ as long as free electrons and H⁻ are negligible, because equation (4) then requires at least $N_D$ ionized acceptors. A small excess of hydrogen is enough to end this. With the H⁺/H⁻ level of 2.2 eV used below, $E_F$ jumps to near that level between 0.94 and 0.96 trapped hydrogen atoms per acceptor. H⁻ then helps to balance the donors, and one hydrogen atom per acceptor already gives $f=0.96$.

## Uncertainties and the real material

The binding energy matters strongly. Raising it by 0.1 eV at fixed $\epsilon_+$ changes $f$ from 0.64 to 0.77 at 750 Torr, and from 0.14 to 0.33 at 0.01 Torr. An error in $\epsilon_+$ matters mainly away from saturation: lowering it by 0.1 eV at fixed $E_b$ gives 0.65 at 750 Torr, but 0.31 at 0.01 Torr.

Thermal vibration has a more selective effect. Assign hydrogen rough quanta of 0.39, 0.08 and 0.08 eV, equal for H⁺ and the complex. The thermal free energy $kT\sum_j\ln(1-e^{-\hbar\omega_j/kT})$ is $-0.088$ eV. It lowers $\epsilon_+$ and leaves $E_b$ unchanged, so it acts like a higher $\mu_H$. At 0.01 Torr, $f$ doubles to 0.29; at 750 Torr, near saturation, it rises only to 0.65.

Mobile charges also screen the attraction between $A^-$ and H⁺. In the Debye estimate, each unit charge is lowered by $\Delta=e^2\kappa/8\pi\varepsilon$, with $\kappa^2=e^2(p+h)/\varepsilon kT$, so $E_b$ falls by $2\Delta$. The energy $E_A$ needed to free a hole from $A^0$ falls by the same amount, since this also creates two charges. For a relative permittivity of 9, iteration to self-consistency gives $\Delta\simeq0.04$ eV and lowers $f$ to 0.52 at 750 Torr and to 0.11 at 0.01 Torr. The screening length, about 2 nm, is shorter than the mean acceptor spacing $N_A^{-1/3}\simeq3.7$ nm, so these values indicate a size, not a reliable correction. The estimate also neglects the change in the fixed ions' screening energy when a mobile charge is added; including it lowers $f$ further, to 0.47 and 0.09. It also leaves out screening by acceptors that change their charge state, which on its own would give 0.48 and 0.10.

By contrast, a numerical solution of neutrality with Fermi–Dirac holes, electrons, H⁻ and interstitial-site exclusion changes $f$ by less than 0.001 at these two pressures. It assumes a 3.0 eV gap, an electron mass of 0.2 electron masses, and equal H⁺ and H⁻ densities at $E_F=2.2$ eV.

For real magnesium-doped gallium nitride, the doping, acceptor level and anneal temperature used here are ordinary in size, while $\epsilon_+$ and $E_b$ are uncertain by at least about a tenth of an electronvolt. Equilibrium with the gas is a further assumption, and in a device it can fail, since hydrogen must cross the surface and any layers above the doped region. If none escapes from the 750 Torr state during a 1000 K anneal at 0.01 Torr, the model keeps $f=0.64$ instead of reaching 0.14. If the crystal then cools to 600 K with its remaining hydrogen trapped, free H⁺ binds and these fractions become 0.93 and 0.20. Lowering the hydrogen pressure therefore activates acceptors only if the anneal is also long enough, and the path to the surface open enough, for hydrogen to leave.
